# Recursive Green functions for phonon transmission through a sliced device

## What full inversion costs

Phonon transmission through a device of $N$ slices with $m$ coordinates each can be found by inverting one $Nm\times Nm$ matrix at every frequency. Doubling the length then multiplies the arithmetic by eight and the storage by four. For the wire treated below, 40 slices of 16 sites, one inversion took 99 ms, and the conductance below was summed over 750 frequencies. Most of that work is wasted, because transmission uses a single $m\times m$ block of the inverse, the one joining the first slice to the last. The recursion below builds that block slice by slice and took 3 ms.

## Setting and conventions

The vibrations are harmonic, with time factor $e^{-i\omega t}$ and mass-weighted displacements $\psi_j$ on slice $j$. The dynamical matrix $D$ is real and symmetric. Slices are thick enough that forces reach only neighbouring slices, so $D$ has diagonal blocks $D_{jj}$ and couplings $V_j=D_{j,j+1}$, with $D_{j+1,j}=V_j^T$. Longer-ranged forces require thicker slices and hence a larger $m$.

With $z=\omega^2+i\eta$ and $\eta>0$, define

$$A=z-D-\Sigma_L-\Sigma_R,\qquad G=A^{-1}.$$

The self-energies $\Sigma_L$ and $\Sigma_R$ represent the two semi-infinite leads and act on slices $1$ and $N$. The off-diagonal blocks are $A_{j,j+1}=-V_j$; this minus sign enters every step below.

## The leads

The recursion accepts any self-energy with the properties used below. The example has leads of identical slices coupled by $-k$ times the unit matrix. Let $u_n$ be the real orthonormal eigenvectors of a lead slice's diagonal block, with eigenvalues $d_n$. Along the lead each mode obeys

$$z\psi_j=d_n\psi_j-k\psi_{j-1}-k\psi_{j+1}.$$

A solution that changes by a factor $\lambda_n$ per slice away from the device requires

$$z=d_n-k(\lambda_n+1/\lambda_n).$$

The two roots have product 1, and the bounded one has $|\lambda_n|<1$. If slices 1 and $N$ are made of lead material, the lead acts on the end slice through $-k\lambda_n\psi$, so

$$\Sigma=-k\sum_n\lambda_n u_nu_n^T .$$

The imaginary part of the condition on $\lambda_n$ reads $\eta=k\,\mathrm{Im}\lambda_n\,(|\lambda_n|^{-2}-1)$. Hence $\mathrm{Im}\lambda_n>0$, and the matrix

$$\Gamma=i(\Sigma-\Sigma^\dagger)=2k\sum_n\mathrm{Im}\lambda_n\,u_nu_n^T$$

is positive. As $\eta\to0$ an open channel has $\lambda_n=e^{iq_n}$ with $0<q_n<\pi$, and its entry in $\Gamma$ is $2k\sin q_n$. A closed channel has real $\lambda_n$ and contributes nothing.

This folding was tested on a wire of $2\times2$ sites at $z=2+0.3i$, in units of spring over mass. The corner block of a five-slice device with self-energies agreed with the same block from a finite system with 120 explicit slices in each lead, to a relative error of $6\times10^{-16}$.

## Why one corner block is enough

Take $\eta\to0$ and send a wave $\psi^{\rm in}$, made of open channels, from the right lead. Its value on slice $N$ is written $\psi^{\rm in}$ too. The rest of the field in that lead, $\psi_N-\psi^{\rm in}$ on slice $N$, is outgoing or decaying, so the lead acts on it through $\Sigma_R$. The incoming wave has phase factor $e^{-iq_n}=\lambda_n^*$ per slice away from the device, so the lead acts on it through $\Sigma_R^\dagger$. The equation of motion on slice $N$ is therefore

$$z\psi_N=D_{NN}\psi_N+V_{N-1}^T\psi_{N-1}+\Sigma_R(\psi_N-\psi^{\rm in})+\Sigma_R^\dagger\psi^{\rm in}.$$

Collecting the terms that belong to $A$ gives

$$(A\psi)_N=(\Sigma_R^\dagger-\Sigma_R)\psi^{\rm in}=i\Gamma_R\psi^{\rm in}.$$

The other rows have no source, so

$$\psi_1=iG_{1N}\Gamma_R\psi^{\rm in}.$$

Next comes the power entering the left lead. In one mode, slice 1 exerts the force $k\psi_1$ on lead slice 0, whose displacement is $\lambda\psi_1$ and whose velocity is $-i\omega\lambda\psi_1$. The force of slice 0 on itself does no mean work over a cycle. The mean power is

$$\tfrac12\mathrm{Re}\left[(-i\omega\lambda\psi_1)^*k\psi_1\right]=\tfrac{\omega k}{2}\,\mathrm{Im}\lambda\,|\psi_1|^2 .$$

Since $\Gamma=2k\,\mathrm{Im}\lambda$ for this mode, the sum over modes is $(\omega/4)\psi_1^\dagger\Gamma_L\psi_1$. An incoming wave is the complex conjugate of an outgoing one and carries the same power inward, $(\omega/4)\psi^{\rm in\dagger}\Gamma_R\psi^{\rm in}$.

Choose incoming channels $\psi^{(n)}=u_n/\sqrt{\gamma_n}$ with $\gamma_n=2k\sin q_n$. Each has $\psi^{(n)\dagger}\Gamma_R\psi^{(n)}=1$, and

$$\sum_n\Gamma_R\psi^{(n)}\psi^{(n)\dagger}\Gamma_R=\sum_n\gamma_nu_nu_n^T=\Gamma_R .$$

The transmitted power per unit incident power, summed over channels, is then

$$T(\omega)=\sum_n\psi_1^{(n)\dagger}\Gamma_L\psi_1^{(n)}=\mathrm{Tr}\left[\Gamma_LG_{1N}\Gamma_RG_{1N}^\dagger\right],$$

where $\psi_1^{(n)}=iG_{1N}\Gamma_R\psi^{(n)}$. No other block of $G$ appears. Because $A$ is symmetric, $G_{N1}=G_{1N}^T$. The matrices $\Gamma$ are real and symmetric here, so transposing the trace shows that transmission from left to right is the same.

## The recursion

Let $B_j$ be the part of $A$ belonging to slices $1$ to $j$. Define two blocks of its inverse:

$$g_j=(B_j^{-1})_{jj},\qquad P_j=(B_j^{-1})_{1j}.$$

For one slice both equal $A_{11}^{-1}$. Adding a slice gives

$$B_{j+1}=\begin{pmatrix}B_j&-v\\-v^T&A_{j+1,j+1}\end{pmatrix},$$

where the column $v$ is zero except for $V_j$ in its last block. Call the last block column of the new inverse $(Y,W)$. Multiplying it by $B_{j+1}$ must give $(0,1)$:

$$B_jY-vW=0,\qquad -v^TY+A_{j+1,j+1}W=1 .$$

The first equation gives $Y=B_j^{-1}vW$. Put into the second, it gives $(A_{j+1,j+1}-v^TB_j^{-1}v)W=1$. Only the last block of $v$ is nonzero, so $v^TB_j^{-1}v=V_j^Tg_jV_j$, and $W$ is the new $g$:

$$g_{j+1}=\left(A_{j+1,j+1}-V_j^Tg_jV_j\right)^{-1}.$$

The first block of $Y$ is $(B_j^{-1})_{1j}V_jW$, hence

$$P_{j+1}=P_jV_jg_{j+1}.$$

At $j=N$ the matrix $B_N$ is $A$ itself, so $P_N=G_{1N}$. No approximation has been made; a computed result differs from full inversion through rounding alone.

```
input: omega, eta, D[1..N], V[1..N-1], Sigma_L, Sigma_R
z = omega^2 + i*eta
g = inverse(z - D[1] - Sigma_L)
P = g
for j = 1 to N-1:
    A = z - D[j+1]
    if j+1 == N: A = A - Sigma_R
    g = inverse(A - transpose(V[j]) * g * V[j])
    P = P * V[j] * g
Gamma_L = i*(Sigma_L - adjoint(Sigma_L)), same for R
T = real(trace(Gamma_L * P * Gamma_R * adjoint(P)))
```

The listing assumes $N\ge2$. Use the plain transpose of $V_j$. Slices may differ in size: with random dense couplings between slices of 3, 5, 4, 6 and 2 coordinates, the recursion matched full inversion to a relative error of $10^{-15}$.

## A case that can be followed by hand

Take a chain with unit springs and unit masses, except for a middle atom of mass $\mu=2.5861$, the ratio of germanium to silicon. The device is three atoms and $\omega=1$. In the leads $d=2$ and $k=1$, so $1=2-2\cos q$, which gives $q=\pi/3$ and $\Sigma=-e^{i\pi/3}=-0.5000-0.8660i$. The blocks are

$$A_{11}=A_{33}=1-2-\Sigma=-0.5000+0.8660i,$$
$$A_{22}=1-2/\mu=0.2266,\qquad V_1=V_2=-1/\sqrt\mu=-0.6218 .$$

The recursion gives, in order,

- $g_1=1/A_{11}=-0.5000-0.8660i$
- $g_2=1/(A_{22}-V_1^2g_1)=1.4556-1.1607i$
- $P_2=g_1V_1g_2=1.0776+0.4230i$
- $g_3=1/(A_{33}-V_2^2g_2)=-0.3718-0.4600i$
- $P_3=P_2V_2g_3=0.1282+0.4060i$

With $\Gamma=2\sin q=1.732$ on both sides, $T=\Gamma^2|P_3|^2=0.5439$.

The same number follows without a Green function. Put the heavy atom at site 0, with displacement $e^{iqj}+re^{-iqj}$ on the left and $te^{iqj}$ on the right. Continuity at site 0 gives $1+r=t$. The equation of motion there is $u_1+u_{-1}-2u_0+\mu\omega^2u_0=0$, with

$$u_1+u_{-1}=te^{iq}+e^{-iq}+(t-1)e^{iq}=2te^{iq}-2i\sin q .$$

Using $2\cos q-2=-\omega^2$, one finds $t\,[2i\sin q+(\mu-1)\omega^2]=2i\sin q$, and therefore

$$T=|t|^2=\frac{1}{1+\left[(\mu-1)\omega^2/(2\sin q)\right]^2}.$$

This is also 0.5439 at $\omega=1$. For $\omega\to0$, $2\sin q\approx2\omega$ and $T\to1$: long waves pass the heavy atom. At the band top $\sin q\to0$ and $T\to0$.

## Cost

Each added slice needs four matrix products and one inverse. With dense blocks a product takes $m^3$ multiplications, and so does Gauss–Jordan inversion, counting divisions as multiplications. The first slice needs one inverse, so the total per frequency is

$$m^3+5(N-1)m^3=(5N-4)m^3,$$

against $(Nm)^3$ for full inversion. Multiplications counted during execution confirm both laws. For $m=4$ the recursion used 704, 1664 and 3584 at $N=3$, 6 and 12, that is, 320 for each added slice. Going from $m=4$ to $m=8$ at $N=6$ raised 1664 to 13,312, a factor of eight.

The cost is thus linear in length at fixed slice size, and cubic in slice size at fixed length. Doubling both widths of a wire multiplies $m$ by four and the cost by 64. Computing the self-energies is separate work that does not grow with device length.

At $N=40$ and $m=16$ the counts differ by a factor $64000/196\approx330$, while the measured times, 99.3 and 3.04 ms, differ by about 33. Multiplication counts alone therefore do not predict the ratio of running times. Storage for the recursion is a few $m\times m$ blocks besides the input, instead of $(Nm)^2$ numbers. If the couplings are diagonal, as in the wire below, three of the four products shrink to $m^2$ multiplications each.

## Stability and failure modes

**Existence of the partial inverses.** The anti-Hermitian part of $A$ is $i(\eta+\Gamma_L/2+\Gamma_R/2)$, with each $\Gamma$ acting on its own end slice. For every leading part $B_j$ and every vector $x$ this gives

$$\|x\|\,\|B_jx\|\ge|x^\dagger B_jx|\ge\mathrm{Im}(x^\dagger B_jx)\ge\eta\|x\|^2 .$$

So $B_j$ is invertible, with $\|B_j^{-1}\|\le1/\eta$. Since $g_j$ is a block of $B_j^{-1}$, it obeys the same bound. In the dense random case above, with $\eta=0.01$, the largest norm was 2.8 against a bound of 100.

**Zero damping.** At $\eta=0$ the guarantee is lost. Take two sites with $A_{11}=A_{22}=0$ and $V_1=2$. The full matrix is invertible and its corner is $G_{12}=-1/2$, but $g_1=1/0$ does not exist. The left site alone has a resonance at this frequency, which the complete device does not have. With damping, $A_{11}=A_{22}=i\eta$ and

$$P_2=\frac{V_1}{(i\eta)^2-V_1^2}=-\frac{V_1}{V_1^2+\eta^2},$$

which tends to $-1/2$. Merging the two sites into one slice also cures the fault. A very large $\|g_j\|$ signals that such a case is near and that digits may be lost.

**Too much damping.** Damping also absorbs. In an open channel $z=d_n-2k\cos q$, so $i\eta$ shifts $q$ by $i\eta/(2k\sin q)$, and the power falls by a fraction $\eta/(k\sin q)$ per slice. A single passage needs $N\eta\ll k\sin q$. This fails close to a band edge, where $\sin q\to0$. Multiple scattering can lengthen the stay and so tighten the condition, and a resonance narrower than $\eta$ in $\omega^2$ is blurred. Repeating a run with a different $\eta$ shows whether this matters.

## A silicon-like wire with germanium masses

The wire has $4\times4$ sites per slice on a simple cubic lattice, with one displacement per site. The spacing of 0.2715 nm and spring of 26 N/m are rough values chosen for the regime of silicon. Of the 608 sites in the inner 38 slices, 59 carry the germanium mass, placed at random. The two end slices are pure, as the self-energy formula requires. The damping is $\eta=10^{-8}\omega_0^2$, with $\omega_0^2$ the spring over the silicon mass.

| $f$ (THz) | open channels | $T$ | reflected |
|---|---|---|---|
| 1 | 1 | 0.9940 | 0.0060 |
| 3 | 3 | 1.5841 | 1.4159 |
| 6 | 6 | 0.4301 | 5.5699 |
| 9 | 11 | 1.4273 | 9.5727 |

The corner blocks from recursion and full inversion agreed to a relative error of $1.3\times10^{-14}$. The reflected sums come from an independent solution that matches incoming, reflected and transmitted waves in the displacements at $\eta=0$. Its transmissions differ from the recursive ones by at most about $2\times10^{-6}$, and its transmitted and reflected parts add up to the number of open channels. At 1 THz the wire is almost transparent. At 6 THz six channels together transmit less than one perfect channel would. The table describes one sample; another random placement of the heavy atoms changes the numbers.

A right-moving channel with group velocity $v$ carries $\int(dq/2\pi)\,v\,\hbar\omega nT$, where $n$ is the Bose function, and $v\,dq=d\omega$. Subtracting the opposite current for a small temperature difference gives the conductance

$$G_{\rm th}=\int_0^\infty\frac{d\omega}{2\pi}\,\hbar\omega\,T(\omega)\,\frac{\partial n}{\partial\Theta},$$

with $\Theta$ the temperature. When one perfect channel is thermally active, the substitution $x=\hbar\omega/k_B\Theta$ leaves $(k_B^2\Theta/h)\int_0^\infty x^2e^x(e^x-1)^{-2}dx$. The integral is $\pi^2/3$, so $G_{\rm th}=\pi^2k_B^2\Theta/(3h)$. A pure three-slice wire at 5 K gave 4.732 pW/K, in agreement with this limit.

At 300 K the alloyed wire has $G_{\rm th}=0.129$ nW/K. The pure wire has 0.748 nW/K, so mass disorder over 10.3 nm leaves 17% of the conductance. A hundredfold larger $\eta$ lowered the result by 0.02 to 0.03%, depending on the frequency mesh. The frequency mesh matters more, because the transmission of the disordered wire varies rapidly with frequency: 1000 frequencies instead of 750 give 0.128 nW/K, a shift of about 0.6%, and 3000 frequencies also give 0.128 nW/K. The last digit of 0.129 is therefore a mesh error. Using 250 frequencies instead of 750 changed the result by only 0.01%, but those 250 are all among the 750, so that agreement understates the error.

## Beside a real wire

The model's sound speed of 6.4 km/s lies between rough transverse and longitudinal values for silicon, and its highest frequency, 12.4 THz, is somewhat below silicon's, roughly 15 THz. At the model's width of 1.1 nm, 12 of the 16 sites in each slice lie on the surface. Of the changes to the alloyed wire tried here, the largest reduction came from missing atoms: removing 48 surface atoms at random lowered the conductance by roughly 55%, a figure that shifts by several percentage points with the choice of atoms. Counting three polarizations, with rough springs of 45 and 21 N/m for longitudinal and transverse motion, raised it about threefold, to roughly 0.4 nW/K. That extension has three gapless branches, whereas a free wire has four, so it should not be used at low temperature.

Other changes are smaller. Bonds at germanium softened by 10% lowered the conductance by 3 to 4%, depending on the frequency mesh, and four random samples had a standard deviation of 0.005 nW/K about a mean of 0.13. Four samples fix the spread poorly: ten samples ranged from 0.118 to 0.148 nW/K, with a standard deviation of 0.009 nW/K. Anharmonic scattering was estimated by adding resistances, $1/T'=1/T+L/(M\Lambda)$, with $L$ the alloyed length and $M$ the number of open channels. The grey mean free path $\Lambda=3\kappa/(Cv_s)$, about 40 nm, follows from rough inputs: a bulk conductivity $\kappa$ of 150 W/(m K), a heat capacity $C$ of $1.65\times10^6$ J/(m³ K) and the model's sound speed $v_s$. The result is a reduction of somewhat under 10%, good only as an order of magnitude: with a path of 80 nm it would be about 5%, and with 300 nm about 1%. The grey formula lets the whole heat capacity move at the sound speed, so it gives a shorter path than those of the phonons that carry most of the heat in bulk silicon, which reach hundreds of nanometres. Adding resistances also ignores that anharmonic scattering disturbs the interference between waves scattered by different heavy atoms, which can offset part of the reduction. Each effect was applied alone, so their combination is not known. Contacts wider than the wire were not treated. The value of about 0.13 nW/K is therefore a property of the model; the numerical output lists the inputs behind it.

## Numbers as computed

```
THREE-SITE CHAIN (units K = m = 1)
omega = 1.0, middle mass = 2.5861, q = 1.0472 rad
Sigma = -0.5000 -0.8660i
A_11 = -0.5000 +0.8660i | A_22 = +0.2266 +0.0000i
V_1 = V_2 = -0.6218
g_1 = -0.5000 -0.8660i | g_2 = +1.4556 -1.1607i
g_3 = -0.3718 -0.4600i | P_2 = +1.0776 +0.4230i
P_3 = G_13 = +0.1282 +0.4060i
T from recursion = 0.543908, single-defect formula = 0.543908
GENERAL TESTS (relative errors)
dense unequal blocks, recursion vs full inverse: 9.8e-16
largest partial inverse norm 2.80, bound 1/eta 100
self-energy vs 120-slice leads: 5.8e-16
EXECUTED MULTIPLICATIONS: N, m, recursion, full inversion
    3   4      704     1728
    6   4     1664    13824
   12   4     3584   110592
    6   8    13312   110592
WIRE (rough silicon-like parameters)
spacing 0.2715 nm, spring 26 N/m, sound 6.41 km/s
omega_0/2pi = 3.758 THz
highest lead frequency 12.37 THz
N = 40 slices, m = 16, alloyed length 10.32 nm
wire width 1.09 nm, heavy atoms 59 of 608 sites
eta = 1e-08 omega_0^2
f (THz), open channels, T recursion, T full inverse, T waves, R waves
   1.0   1   0.994035   0.994035   0.994036   0.005964
   3.0   3   1.584143   1.584143   1.584144   1.415856
   6.0   6   0.430095   0.430095   0.430096   5.569904
   9.0  11   1.427275   1.427275   1.427277   9.572723
largest relative error of corner block: 1.3e-14
time per frequency: recursion 3.04 ms, full 99.3 ms
low-T check at 5 K: 4.7321 pW/K, quantum 4.7322 pW/K
conductance at 300 K: 0.1290 nW/K
pure wire at 300 K: 0.7483 nW/K, alloy/pure = 0.172
shift, 250 instead of 750 frequencies: -0.01 %
shift, eta 100 times larger: -0.0213 %
NEGLECTED EFFECTS
4 random samples: mean 0.1305 nW/K, standard deviation 0.0049 nW/K
bonds at Ge softer by 10 %: -3.8 %
48 surface atoms missing: -56.2 %
three polarizations (45 and 21 N/m): 0.3930 nW/K, factor 3.05
rough inputs: kappa 150 W/(m K), heat capacity 1.65e+06 J/(m^3 K)
grey mean free path 42.5 nm, anharmonic change -8.5 %
```
